# Why a Weak Einzel Lens Converges for Either Electrode Polarity

## Two voltages, one sign of focusing

A beam of Be⁺ ions with a kinetic energy of 30 keV passes along the axis of three tubes in a row. The outer two are grounded. With the centre tube at +10 kV, rays that enter parallel and close to the axis are brought to a focus, with a focal length of 0.922 m. With the centre tube at −10 kV every electric force is reversed, yet the rays still converge, now with a focal length of 1.711 m.

If the focusing were proportional to the electrode voltage, the second lens would diverge. Two things therefore need explaining: the common sign, and the factor of 1.86 between the two focal powers.

## Conventions and assumptions

The ions are positive, with charge \(q\) and mass \(m\), and slow compared with light. The field is static and has rotational symmetry about the \(z\) axis. Rays lie in planes through the axis. Space charge and collisions with gas are left out of the derivation and sized at the end.

Let \(\Phi\) be the electrostatic potential. All ions have the same total energy, so the kinetic energy at any point is \(q\mathcal V(r,z)\), where \(\mathcal V=\text{const}-\Phi\). On the axis write \(V(z)=\mathcal V(0,z)\). This \(V\) is positive, and it is a kinetic energy per charge, not the electrode potential. A positive electrode lowers it and slows the ions; a negative electrode raises it. For negative ions the two electrode polarities change roles.

An einzel lens has the same potential on both sides, so \(V=V_0\) and \(V'=0\) before and after the field. A prime means \(d/dz\). For a ray that enters parallel to the axis at radius \(r_{\rm in}\) and leaves with slope \(r'_{\rm out}\), the focal power is

\[
\frac1f=-\frac{r'_{\rm out}}{r_{\rm in}} .
\]

It is positive for a converging lens.

## The ray equation near the axis

Since \(\Phi\) obeys Laplace's equation, so does \(\mathcal V\). Insert \(\mathcal V=V(z)+r^2v_2(z)+\dots\) into

\[
\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial\mathcal V}{\partial r}\right)+\frac{\partial^2\mathcal V}{\partial z^2}=0 .
\]

The terms independent of \(r\) give \(4v_2+V''=0\), hence

\[
\mathcal V(r,z)=V-\tfrac14r^2V''+\dots
\]

The force is \(-q\nabla\Phi=+q\nabla\mathcal V\), so the radial equation of motion is

\[
m\ddot r=-\tfrac12\,q\,r\,V'' .
\]

The force points inward where \(V''>0\) and outward where \(V''<0\).

Now replace time by \(z\). In the energy equation \(\tfrac12m(\dot z^2+\dot r^2)=q\mathcal V\), the terms \(\dot r^2\) and \(r^2V''\) are of second order in the distance from the axis. Dropping them leaves \(\dot z^2=2qV/m\). With \(\dot r=\dot z\,r'\),

\[
\ddot r=\dot z\,\frac{d}{dz}(\dot z\,r')=\dot z^2r''+\tfrac12(\dot z^2)'\,r'
=\frac{2q}{m}\left(Vr''+\tfrac12V'r'\right).
\]

Set this equal to \(-qrV''/(2m)\) and divide by \(2qV/m\):

\[
r''+\frac{V'}{2V}\,r'+\frac{V''}{4V}\,r=0 .
\]

Charge and mass have dropped out. The sign of the focusing is hard to read from this equation, because \(V''\) takes both signs within the lens.

## The Picht transformation

Try \(r=R\,V^{-n}\). The coefficient of \(R'\) becomes \(-2nV'/V+V'/(2V)\), which vanishes for \(n=\tfrac14\). So set \(r=R\,V^{-1/4}\). Then

\[
r'=V^{-1/4}\left[R'-\frac{V'}{4V}R\right].
\]

Differentiate again. The bracket gives

\[
R''-\frac{V'}{4V}R'-\frac{V''}{4V}R+\frac{V'^2}{4V^2}R ,
\]

and the prefactor gives

\[
-\frac{V'}{4V}\left[R'-\frac{V'}{4V}R\right].
\]

Together, with \(\tfrac14+\tfrac1{16}=\tfrac5{16}\),

\[
r''=V^{-1/4}\left[R''-\frac{V'}{2V}R'-\frac{V''}{4V}R+\frac5{16}\frac{V'^2}{V^2}R\right].
\]

The other two terms of the ray equation are

\[
\frac{V'}{2V}r'=V^{-1/4}\left[\frac{V'}{2V}R'-\frac2{16}\frac{V'^2}{V^2}R\right],
\qquad
\frac{V''}{4V}r=V^{-1/4}\,\frac{V''}{4V}R .
\]

In the sum the terms in \(R'\) cancel, and so do the terms in \(V''\). What remains is

\[
R''+T(z)\,R=0,\qquad T=\frac3{16}\left(\frac{V'}{V}\right)^2\ge0 .
\]

The field now enters through a square. Wherever \(R>0\), the curve \(R(z)\) bends towards the axis, whichever sign \(V'\) has.

## Focal power and its error

Let the field occupy \(a\le z\le b\), with length \(L=b-a\). Outside it \(V=V_0\), so \(r\) and \(R\) differ there by a constant factor, which cancels in \(1/f\). Scale \(R\) so that \(R(a)=1\), with \(R'(a)=0\). One integration of \(R''=-TR\) gives

\[
\frac1f=-R'(b)=\int_a^bT\,R\,dz .
\]

This is positive as long as the ray does not cross the axis inside the field. That settles the sign for both polarities. Define

\[
P=\int_a^bT\,dz=\frac3{16}\int\left(\frac{V'}{V}\right)^2dz .
\]

To see how close \(P\) is to \(1/f\), integrate a second time:

\[
R(z)=1-\int_a^z(z-s)\,T(s)R(s)\,ds .
\]

While \(R\) is positive, this gives \(R\le1\). Using \(R\le1\) under the integral then gives

\[
R(z)\ge1-\int_a^z(z-s)\,T(s)\,ds\ge1-PL .
\]

If \(PL<1\), the right side is positive, so \(R\) cannot reach zero within the field. This is a sufficient condition, not a necessary one.

Put both limits on \(R\) into \(1/f=\int TR\,dz\):

\[
P-M\le\frac1f\le P,\qquad M=\int_a^bdz\int_a^zds\,(z-s)\,T(z)T(s).
\]

To simplify \(M\), write \(z-s=\int_s^zdu\) and do the \(u\) integral last. For given \(u\), \(s\) runs below \(u\) and \(z\) above it. With \(C(u)=\int_a^uT\,ds\),

\[
M=\int_a^bC\,(P-C)\,du\le\frac{LP^2}{4},
\]

because \(C(P-C)\) is largest at \(C=P/2\). The error of \(P\), relative to \(P\), is thus at most \(PL/4\). Since \(P\) is quadratic in the electrode voltage for a weak lens, so is this bound on the relative error. For \(PL\ll1\),

\[
\boxed{\;\frac1f\simeq\frac3{16}\int\left(\frac{V'}{V}\right)^2dz\;}
\]

If the potentials on the two sides differ, with \(V=V_1\) after the lens, the constant factors no longer cancel. The same steps then give \(1/f\simeq(V_0/V_1)^{1/4}P\), which is still positive.

## What changes with polarity

Let \(U\) be the potential of the centre electrode and \(g(z)\ge0\) the axis potential for unit electrode voltage. Then \(V=V_0-Ug\) and \(V'=-Ug'\). Expanding \((1-Ug/V_0)^{-2}\) gives

\[
P=\frac3{16}\frac{U^2}{V_0^2}\left[\int g'^2dz+\frac{2U}{V_0}\int g\,g'^2dz+\dots\right].
\]

The leading term is even in \(U\): to this order the two polarities have equal power. The next term is odd and positive for \(U>0\), so the decelerating lens is the stronger. The error \(M\) is of order \(U^4\) and cannot upset this for a weak lens. The reason is plain in the integrand: at equal \(|V'|\), slower ions have a larger \((V'/V)^2\).

If every length in the lens is multiplied by \(\lambda\), then \(g'^2\) falls as \(\lambda^{-2}\) and the range of integration grows as \(\lambda\). At leading order, therefore, \(f\propto\lambda\,(V_0/U)^2\).

## Where the 3/16 comes from

Multiply the ray equation by \(\sqrt V\). Its first two terms combine, so that

\[
(\sqrt V\,r')'=-\frac{V''}{4\sqrt V}\,r .
\]

First hold the ray at \(r=r_{\rm in}\). At lowest order in \(U\) the slope it picks up is proportional to \(\int V''dz\), which is zero because \(V'\) vanishes at both ends. The inward and outward kicks cancel, so there is no focusing linear in the voltage.

At the next order two effects upset the balance. The first is the change of speed. Still at fixed radius, integration by parts gives

\[
-\frac{r'_{\rm out}}{r_{\rm in}}=\frac1{4\sqrt{V_0}}\int\frac{V''}{\sqrt V}\,dz
=\frac1{8\sqrt{V_0}}\int\frac{V'^2}{V^{3/2}}\,dz\simeq\frac2{16}\int\left(\frac{V'}{V_0}\right)^2dz .
\]

The second is the displacement of the ray. To first order in \(U\), \(R\) is constant, so

\[
\frac r{r_{\rm in}}\simeq\left(\frac{V_0}V\right)^{1/4}\simeq1+\frac{Ug}{4V_0} .
\]

With \(V''=-Ug''\), the extra term \(Ug/(4V_0)\) adds to the focal power

\[
\frac1{4V_0}\int V''\,\frac{Ug}{4V_0}\,dz=-\frac{U^2}{16V_0^2}\int g\,g''\,dz
=\frac1{16}\frac{U^2}{V_0^2}\int g'^2dz .
\]

The parts add up to \(3/16\): two thirds from the change of speed and one third from the displacement.

In a decelerating lens the ion is first pushed outward. It then meets the inward force of the central region while it is farther out and slower. In an accelerating lens it is first pulled inward, and it meets the outward force of the centre while it is closer in and faster. In both cases the inward kicks win.

## Worked example: a 30 keV Be⁺ beam

The tubes have an inner radius of 20 mm. The gaps are 10 mm wide, with their middles 20 mm from the lens centre. The wall potential \(w(z)\), for unit electrode voltage, is taken to vary linearly across each gap. Inside the bore, Laplace's equation then gives

\[
g(r,z)=\frac1\pi\int_0^\infty\hat w(k)\,\frac{I_0(kr)}{I_0(ka_{\rm b})}\cos kz\,dk,
\qquad \hat w(k)=\int w\cos kz\,dz ,
\]

where \(a_{\rm b}\) is the bore radius and \(I_0\) the modified Bessel function. Numerical quadrature gives \(g=0.852\) at the centre and \(\int g'^2dz=0.0372\ \text{mm}^{-1}\) on the axis. Two uniform ramps of length \(\ell\) up to the same height would give \(2(0.852)^2/\ell\), so the lens acts like ramps of about 39 mm, close to the bore diameter.

At leading order, for either polarity,

\[
\frac1f\simeq\frac3{16}\left(\frac{10}{30}\right)^2(0.0372\ \text{mm}^{-1})=0.775\ \text{m}^{-1},\qquad f\simeq1.29\ \text{m}.
\]

The full integral \(P\) keeps the variation of \(V\) in the denominator. For comparison, Newton's equations were integrated through the complete field \(g(r,z)\) by an adaptive Runge–Kutta method, over a length of 370 mm, for a ray entering 0.003 mm from the axis.

| | +10 kV | −10 kV |
|---|---|---|
| \(V\) at centre (kV) | 21.48 | 38.52 |
| \(P\) (m⁻¹) | 1.099 | 0.589 |
| \(M\) (m⁻¹) | 0.0148 | 0.0047 |
| traced \(1/f\) (m⁻¹) | 1.085 | 0.584 |
| traced \(f\) (m) | 0.922 | 1.711 |

The formula exceeds the traced power by 1.4% and 0.8% of the latter, and the difference is close to its upper bound \(M\). With \(L=370\) mm, \(PL\) is 0.41 and 0.22, so the condition \(PL<1\) holds. The general bound \(PL/4\) is much looser than the actual error here, because this \(L\) includes long stretches of very weak field.

The leading-order value lies between the two traced powers and is well off both. At 10 kV the lens is weak enough for the integral \(P\), but not for replacing \(V\) by \(V_0\) inside it.

The asymmetry, defined as the difference of the two traced powers divided by their sum, is 0.0305 at ±1 kV and 0.0610 at ±2 kV. It is linear in \(U\), as the expansion requires. Extended to 10 kV, the linear law gives 0.305 and a power ratio of \(1.305/0.695=1.88\). The traced ratio is 1.86, so the linear law comes close to the factor in the opening puzzle. The separate powers need the higher terms as well: the expansion cut after its first odd term gives only 1.01 and 0.54 m⁻¹. In the ratio the higher terms work against one another: the next even term alone lowers it to 1.79, and the odd term after that raises it again to 1.87. The closeness of the linear law at 10 kV rests on this offset. The error of \(P\), relative to \(P\) and averaged over the polarities, rises from \(1.0\times10^{-4}\) to \(4.0\times10^{-4}\) between ±1 kV and ±2 kV, as a quadratic law demands.

At the lens centre the traced ray stands at 1.075 times its entrance radius for +10 kV and at 0.933 times for −10 kV. The factor \((V_0/V)^{1/4}\) alone gives 1.087 and 0.939. The traced values are lower because \(R\) has already fallen below 1.

## What the model leaves out

**Aberration.** For a ray entering at 5 mm, a quarter of the bore radius, the traced power exceeds the near-axis value by 5.9% (decelerating) and 4.3% (accelerating). For a beam this wide, that is a larger error than the use of \(P\) for \(1/f\).

**Space charge.** Slow electrons from the residual gas can neutralize a drifting beam, but the lens field removes them. As a simple assumption, take them to be absent over the central 90 mm only. A round beam of current \(I\) and speed \(v\) then has the field \(I/(2\pi\varepsilon_0vr)\) at its edge. For 10 µA and a radius of 5 mm, adding this field to the traced motion lowers the edge-ray power by 1.4% (decelerating) and 1.9% (accelerating). The percentage is larger for the accelerating lens because that lens is weaker; the loss itself is larger in the decelerating one, where the ions are slower. Extended linearly, the loss would cancel the lens at about 0.7 mA and 0.5 mA. These figures are probably too favourable. At the ends of the 90 mm the axis potential of the lens is still about 400 V in size, while the beam's own potential falls by only about 0.1 V from its axis to its edge, so electrons can be removed from a longer stretch. If they were absent over the central 226 mm, where the lens potential on the axis exceeds that drop, the losses would be 3.2% and 5.3%, and the cancelling currents about 0.3 mA and 0.2 mA. This is not an upper limit for the decelerating lens: a positive centre electrode attracts electrons and can drain the drift regions on either side as well, whereas a negative one repels them and leaves them there. With no electrons over the central 360 mm, the decelerating lens would lose 4.9% and be cancelled at about 0.2 mA.

**Smaller effects.** Raising the beam energy by 10 eV lowers \(P\) by less than 0.1%. The ratio of kinetic to rest energy is \(3.6\times10^{-6}\). At \(10^{-6}\) Torr and 300 K, with a rough charge-exchange cross-section of \(10^{-15}\ \text{cm}^2\), about 0.1% of the ions are neutralized over 370 mm. Such atoms feel no further focusing, and those that reach the target bring no ion charge to a dose measurement based on current.

**Beside a real beamline.** An energy of tens of keV, a bore of a few centimetres and electrode voltages of several kV are reasonable for an implanter. The mean gap field of 1 kV/mm is well below a rough vacuum hold-off of 10 kV/mm, though the field at electrode edges exceeds the mean. The current of 10 µA is low: high-current implanters carry milliamperes, and for this beam size and energy the unneutralized charge would then outweigh the lens. The linear wall potential in the gaps is also an approximation. With an arcsine profile instead, as between thin coplanar edges, both focal powers fall by about 2%, which is more than the error of \(P\). A grounded vessel around the tubes lowers the gap potential further: for thin tubes in a vessel of radius 30 to 60 mm, \(P\) falls by roughly 2 to 5% from the linear-gap value, depending on polarity and vessel size. Real electrodes have thick, rounded edges, which change \(g\) again; that shift is not estimated here.

**Strong lenses.** If the ray crosses the axis inside the field, \(R\) changes sign and \(\int TR\,dz\) need not be positive. If the electrode nearly stops the ions, \(V\) approaches zero, \(T\) grows without limit, and the neglect of \(\dot r^2\) beside \(\dot z^2\) fails as well. The result belongs to lenses that change the ion energy by a moderate fraction and have a focal length large compared with the length of the field.

All numerical values are calculated from the stated model.
